# Exercise: Image-Force Lowering of a Schottky Barrier in Silicon

## The problem

A plane metal contact fills the region $x<0$, and an n-type semiconductor of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ fills $x>0$. Near the interface there is a uniform electric field of magnitude $F$, directed towards the metal, so that it pushes electrons into the semiconductor. Without this field, and without the attraction between an electron and the charge it induces on the metal, the conduction-band edge would lie at a constant energy $\Phi_0$ above the Fermi level of the metal. The elementary charge $e$ is positive; the electron has charge $-e$.

1. Find the force between an electron at distance $x$ and the metal, and the potential energy belonging to it.
2. Find where the total potential energy has its maximum, and by how much this maximum lies below $\Phi_0$.
3. Evaluate both for silicon, $\varepsilon_r=11.7$, at $F=10^5$ V/cm. By what factor does the lowering change a thermionic current at 300 K?

Treat the metal as an ideal conductor, the semiconductor as a continuum with a static permittivity, and the electron as a classical point charge.

## Hints

**Hint 1.** The surface of the metal is an equipotential. Look for a single fictitious charge behind the surface that, together with the electron, gives zero potential on the plane.

**Hint 2.** The fictitious charge moves when the electron moves. Obtain the energy from the work done by the force, not from the energy of two independent charges.

**Hint 3.** The applied field is there whether or not the electron is. Its contribution to the energy is therefore linear in $x$, with no factor of one half.

**Hint 4.** For the numbers, calculate $e/(4\pi\varepsilon)$ in V nm and express the field in V/nm.

## Full solution

### The force and its energy

Place a charge $+e$ at $-x$, the mirror position of the electron. Every point of the plane is equally far from the two charges, so their potentials cancel there. In the semiconductor, this pair therefore satisfies the same conditions as the real system: a charge $-e$ at $x$, zero potential on the plane, and a potential that vanishes far away. These conditions fix the potential, because the difference of two solutions would have no sources in the semiconductor and would vanish on its whole boundary, hence everywhere. The real induced surface charge thus acts on the electron as the image charge does.

The two charges are $2x$ apart and attract each other. The force component along $+x$ is

$$
f(x)=-\frac{e^2}{4\pi\varepsilon(2x)^2}=-\frac{e^2}{16\pi\varepsilon x^2}.
$$

With zero energy at infinite distance, and $f=-dU_{\rm im}/dx$,

$$
U_{\rm im}(x)=-\int_\infty^x f(x')\,dx'
=\frac{e^2}{16\pi\varepsilon}\int_\infty^x\frac{dx'}{x'^2}
=-\frac{e^2}{16\pi\varepsilon x}.
$$

The electron's charge times the potential of the image would give $-e^2/(8\pi\varepsilon x)$, twice this value. That product would be the work if the image stayed in place while the electron was removed. In fact the image recedes too, and the force falls off faster.

This result can be tested without images. The charge induced on a large grounded disc was calculated numerically from the equipotential condition alone, in units where two unit charges at distance $r$ have energy $1/r$. The disc had radius 100. At distance 1 the force was 0.25001, against $1/4$ from the image formula. Between distances 1 and 4, the change of charge times induced potential was 2.0000 times the work.

### The maximum

The applied field exerts a force $+eF$ on the electron and contributes $-eFx$. Electrostatics is linear, so the two contributions add:

$$
U(x)=\Phi_0-eFx-\frac{e^2}{16\pi\varepsilon x}.
$$

Close to the metal the image term pulls the energy down; far away the field term does. Between them,

$$
\frac{dU}{dx}=-eF+\frac{e^2}{16\pi\varepsilon x^2}=0 .
$$

Dividing by $e$ and solving for the positive root gives

$$
x_m=\sqrt{\frac{e}{16\pi\varepsilon F}} .
$$

The second derivative, $-e^2/(8\pi\varepsilon x^3)$, is negative for all $x>0$, so this is the only maximum. At this point the electron is in unstable balance: the field pushes it away from the metal as strongly as the image pulls it back.

To find the height, use the balance condition in the form $e^2/(16\pi\varepsilon x_m^2)=eF$. Multiplying by $x_m$ shows that the image term has magnitude $eFx_m$, equal to the field term. Hence

$$
\Phi_0-U(x_m)=2eFx_m
=e\sqrt{\frac{4F^2e}{16\pi\varepsilon F}}
=e\sqrt{\frac{eF}{4\pi\varepsilon}} .
$$

We write this as $e\Delta$, with

$$
\Delta=\sqrt{\frac{eF}{4\pi\varepsilon}}=2Fx_m .
$$

The square root is a voltage. The lowering of the barrier is the energy $e\Delta$, whose value in eV equals that of $\Delta$ in volts.

### Limits

The lowering grows as $\sqrt F$, while the maximum approaches the metal as $1/\sqrt F$. Both quantities fall as $1/\sqrt\varepsilon$, because a more polarizable medium weakens the image force.

As $F\to0$ the lowering vanishes and $x_m$ grows without limit. The formula then fails once $x_m$ is no longer small compared with the distance over which the real field changes. In strong fields it fails for the opposite reason: $x_m$ approaches atomic distances, where neither a sharp metal surface nor a constant permittivity describes the interface. If the field is reversed, both forces pull the electron towards the metal and there is no maximum.

### Numbers for silicon

For $\varepsilon_r=11.7$, $e/(4\pi\varepsilon)=0.12307$ V nm. The field is $10^5$ V/cm $=0.010$ V/nm. Therefore

$$
\Delta=\sqrt{0.12307\times0.010}\ \text{V}=0.0351\ \text{V},
$$

$$
x_m=\frac12\sqrt{\frac{e}{4\pi\varepsilon F}}
=\frac12\sqrt{\frac{0.12307}{0.010}}\ \text{nm}=1.75\ \text{nm}.
$$

The barrier is lowered by 35.1 meV, and its top lies 1.75 nm from the metal. The field and image terms contribute 17.5 meV each. A direct numerical search for the maximum of $U(x)$ gives the same values.

At $10^4$ V/cm the results are 11.1 meV and 5.55 nm; at $3\times10^5$ V/cm they are 60.8 meV and 1.01 nm. The last distance is only about two lattice constants of silicon, so the continuum picture is strained there.

In thermionic emission, electrons cross the barrier from the Boltzmann tail of their energy distribution. With the prefactor and $\Phi_0$ held fixed, the current is multiplied by $\exp(e\Delta/kT)$. At 300 K, $kT=25.85$ meV, so the factor is $\exp(35.08/25.85)=3.88$. A small change of the barrier thus has a large effect on the current, because it must be compared with $kT$ and not with the barrier itself.

### Comparison with a real contact

Titanium nitride on n-type silicon has a barrier of roughly 0.5 eV. The calculated lowering is about 7% of this. The chosen field is about a quarter of the breakdown field, taken as roughly $4\times10^5$ V/cm for a doping of $10^{16}$ cm$^{-3}$.

Real electrons do not obey the classical rule that all energies above the top are transmitted and none below. Some tunnel through the barrier just below its top, which raises the current. A semiclassical estimate that treats the barrier as smooth, includes the partial reflection of electrons just above the top, and is averaged over the thermal distribution at 300 K, gives a factor of about 1.2 for electrons with a mass of 0.19 free-electron masses normal to the interface, and 1.04 for a mass of 0.98. These are the two normal masses at a (100) silicon surface. The factors are not the net quantum correction. Close to the metal the image potential changes strongly within one electron wavelength, so the semiclassical approximation fails there and electrons are also reflected. For the light mass this region extends to about 1 nm, more than half the way to the top. This reflection lowers the current. Its size depends on the potential close to the metal, which the present model does not describe, so the net quantum correction is left open here. The factor 3.88 is therefore the classical effect of the lowering alone, not a prediction of the absolute current. It is measured against a barrier with no lowering at all. At a doping of $10^{16}$ cm$^{-3}$ the contact already has a field of about $3\times10^4$ V/cm and a lowering of about 19 meV at zero bias, so the gain relative to the zero-bias barrier is only a factor of about 1.9.

The static permittivity is a reasonable choice: a light electron at thermal speed needs about 11 fs to travel the distance $x_m$, whereas the electronic polarization of silicon responds in roughly 0.2 fs. The donors are discrete charges, which makes the barrier uneven along the interface. For example, one donor 23 nm deep, directly behind the electron's position, lowers the top by 0.8 meV when its own image is included, and one 8 nm deep by about 6 meV. Randomly placed donors at $10^{16}$ cm$^{-3}$ give a root-mean-square fluctuation of about 2 meV at $x_m$. Interface chemistry and lateral variations of $\Phi_0$ are not included in any of these estimates.

## Variation 1: a field produced by doping

**Question.** The field comes from a depletion layer with uniform donor density $N=10^{16}$ cm$^{-3}$. How does the lowering depend on the band bending, what reverse bias gives the field used above, and does the decrease of the field with depth matter?

**Solution.** In the depletion approximation, all donors are ionized and no mobile electrons remain up to a depth $W$. Gauss's law gives a field that falls linearly from $F$ at the interface to zero at $W$:

$$
F(x)=F\left(1-\frac{x}{W}\right),\qquad F=\frac{eNW}{\varepsilon}.
$$

The voltage across the layer is the area of this triangle, $\psi=FW/2$. Substituting $W=\varepsilon F/(eN)$ gives $\psi=\varepsilon F^2/(2eN)$, so $F=\sqrt{2eN\psi/\varepsilon}$ and

$$
\Delta=\left(\frac{e^2F^2}{16\pi^2\varepsilon^2}\right)^{1/4}
=\left(\frac{e^3N\psi}{8\pi^2\varepsilon^3}\right)^{1/4}.
$$

At fixed doping, doubling the lowering requires sixteen times the band bending.

For $F=0.010$ V/nm, $W=647$ nm and $\psi=0.010\times647/2\ \text{V}=3.23$ V. To find the reverse bias $V_R$, measure energies from the Fermi level of the metal. The bulk Fermi level lies at $-eV_R$. In the bulk, the electron density equals the donor density, $N=N_c\,e^{-\delta/kT}$, where $\delta$ is the height of the conduction edge above the Fermi level and $N_c\approx2.8\times10^{19}$ cm$^{-3}$ is the effective density of states of the conduction band of silicon at 300 K. Hence $\delta=kT\ln(N_c/N)=0.205$ eV. The drop from $\Phi_0$ to that edge is $e\psi$, so

$$
eV_R=e\psi+0.205\ \text{eV}-\Phi_0=(3.23+0.205-0.50)\ \text{eV}.
$$

The bias is about 2.9 V in the depletion approximation. The tail of mobile electrons at the edge of the layer adds $kT/e=0.03$ V to the required band bending and brings the bias to 2.96 V.

Integrating the falling field replaces $-eFx$ by $-eFx+eFx^2/(2W)$. The added term is small near the top. To first order its effect is its value at the old maximum, because $U$ is flat there and the displacement of the maximum contributes only at second order. The top rises by

$$
\frac{eFx_m^2}{2W}=17.54\ \text{meV}\times\frac{1.754}{2\times647}=0.024\ \text{meV},
$$

which is less than 0.1% of the lowering. The uniform field was a good approximation.

## Variation 2: a metal that screens over a finite depth

**Question.** Suppose a static potential decays inside the metal over a screening length $\lambda=0.05$ nm, a rough value for a good metal. Ignore the polarization of its ion cores. How do the height and position of the maximum change?

**Solution.** Begin with the applied field. It shifts the electron energy in the metal by $-u_0e^{x/\lambda}$ for $x<0$. The normal component of permittivity times field is continuous at the interface, so $\varepsilon_0u_0/\lambda=\varepsilon eF$. Hence

$$
u_0=eFa,\qquad a=\varepsilon_r\lambda .
$$

In the semiconductor the field term becomes $-eF(x+a)$, as if the field began at a depth $a$ inside the metal.

Now consider the electron's own potential, split into waves of wave number $k$ along the interface. At height $z$ in the semiconductor, between the metal and the electron, each component is proportional to

$$
\frac1k\left[e^{-k(x-z)}-R\,e^{-k(x+z)}\right],
$$

where $R$ measures the response of the metal. Inside the metal the component is $Ce^{qz}$, with $q=\sqrt{k^2+\lambda^{-2}}$. Continuity of the potential and of permittivity times field at $z=0$ gives

$$
\frac{e^{-kx}(1-R)}{k}=C,\qquad \varepsilon_re^{-kx}(1+R)=qC .
$$

Eliminating $C$ yields

$$
R=\frac{q-\varepsilon_rk}{q+\varepsilon_rk}
\approx\frac{1-ak}{1+ak}\approx e^{-2ak}.
$$

The first approximation uses $k\lambda\ll1$, the second $ak\ll1$. The response then varies as $e^{-k(z+x+2a)}$, which is that of an image at $-(x+2a)$. It is $2(x+a)$ away from the electron, so $x$ is replaced by $x+a$ in the image energy as well.

With $X=x+a$, the total energy is

$$
U=\Phi_0-eFX-\frac{e^2}{16\pi\varepsilon X}.
$$

This is the original function of a shifted coordinate. At this order the height of the maximum relative to $\Phi_0$ is unchanged, and its position moves to $x_m-a$. The important wave numbers are $k\sim1/(2x)$, so the step $ak\ll1$ requires $a$ to be small compared with the distance of the top from the interface; $a<x_m$ alone is not enough.

Here $a=11.7\times0.05\ \text{nm}=0.585$ nm, so the simple shift moves the maximum from 1.75 to 1.17 nm. At that point, the full sum over $k$ gives an image energy 0.4 meV higher than the simple shift does, about 1% of the lowering. Because the top is flat, even this small difference displaces the maximum noticeably, to about 1.04 nm. In the full sum this is only a shallow local maximum, about 0.6 meV above a minimum at 0.58 nm. The exact $R$ is negative for $k>1/(\lambda\sqrt{\varepsilon_r^2-1})\approx1.7$ nm$^{-1}$: short waves are not screened by the metal and see a medium of lower permittivity, which repels the electron. The energy therefore rises above the local maximum for $x<0.45$ nm, a range where a sharp interface with a constant permittivity no longer describes the contact. For $\lambda=0.055$ nm, or for $F=1.5\times10^5$ V/cm, the local maximum disappears altogether. The chosen values thus lie at the edge of the range in which the simple shift can be used.

The reference level needs care. The band edge at the interface, without the image term, now lies at $\Phi_0-eFa$, which is 5.85 meV below $\Phi_0$. Measured from there, the lowering is $35.08-5.85=29.2$ meV. At the order of the simple shift the top of the barrier is the same; only the level from which it is measured has changed. With the local maximum of the full sum, the value is about 0.5 meV smaller.

The remaining values are in the numerical output.

## Computed values

```
TESTS OF THE IMAGE FORCE (charge 1, Coulomb energy 1/r)
disc force at distance 1: 0.25001 (image: 0.25)
disc work from 1 to 4: 0.18751 (image: 0.18750)
charge*potential change / work: 2.0000
SILICON EXAMPLE
relative permittivity: 11.7
field: 1.0e+05 V/cm = 0.010 V/nm
e/(4 pi eps): 0.12307 V nm
lowering, numerical maximum: 35.082 meV
lowering, formula: 35.082 meV
position, numerical maximum: 1.7541 nm
position, formula: 1.7541 nm
field part at maximum: 17.541 meV
image part at maximum: 17.541 meV
at 1e+04 V/cm: 11.09 meV, 5.547 nm
at 3e+05 V/cm: 60.76 meV, 1.013 nm
CONTACT (TiN on n-type silicon, rough barrier)
barrier without lowering: 0.50 eV
barrier with lowering: 0.465 eV
temperature: 300 K, kT: 25.85 meV
current factor exp(lowering/kT): 3.88
doping: 1e+16 cm^-3
depletion width: 647 nm
band bending: 3.23 eV
conduction edge above bulk Fermi level: 0.205 eV
reverse bias for this field: 2.9 V
NEGLECTED EFFECTS
falling field reduces lowering by: 0.0238 meV
donor at depth 23.2 nm shifts top by: 0.81 meV
light mass 0.19 m0: hbar*omega at top 67.6 meV
  tunnelling factor 1.230, equivalent extra lowering 5.35 meV
heavy mass 0.98 m0: hbar*omega at top 29.8 meV
  tunnelling factor 1.041, equivalent extra lowering 1.03 meV
bound on factor error from high-energy cut: 0.0198
metal screening length (rough): 0.05 nm
image-plane shift into metal: 0.585 nm
maximum then at: 1.17 nm from interface
field energy over the shift: 5.85 meV
remainder beyond plain shift: 0.41 meV
time to cross x_m: 11.3 fs
electronic response time (rough): 0.16 fs
doping / band density of states: 3.5e-04
field / rough breakdown field: 0.25
```
